# Hydrostatic piezoresistance of n-type silicon and its valley symmetry: a program that tests the result

```python
"""
Hydrostatic piezoresistance of n-type silicon and its near cancellation.

Result under test: equal tensile stress X on all axes changes the resistivity
by (pi11 + 2 pi12) X. Electron transfer among six <100> valleys contributes
nothing to this sum, because hydrostatic stress does not split the valleys.

Symbols: pi11, pi12, pi44  piezoresistance coefficients (tension positive)
         xi_d, xi_u        dilation and uniaxial deformation potentials
         c11, c12, c44     elastic constants
         L = mu_t/mu_l     transverse over longitudinal valley mobility
Smith's coefficients are measured inputs. The valley model has round inputs.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge

UNIT = 1e-11                      # coefficients are printed in 1e-11/Pa
pi11, pi12, pi44 = -102.2 * UNIT, 53.4 * UNIT, -13.6 * UNIT

temperature = 300.0               # K
xi_d_eV, xi_u_eV = 1.0, 9.0
L = 5.0
c11, c12, c44 = 160e9, 60e9, 80e9  # Pa
kT_eV = k_boltzmann * temperature / charge
identity = np.eye(3)


def smith_response(stress):
    """Relative resistivity change tensor for a cubic crystal."""
    change = pi44 * stress + pi12 * np.trace(stress) * identity
    return change + (pi11 - pi12 - pi44) * np.diag(np.diag(stress))


def strain_from_stress(stress):
    """Solve the cubic Hooke law for the strain tensor."""
    stiffness = np.full((3, 3), c12) + (c11 - c12) * identity
    normal = np.linalg.solve(stiffness, np.diag(stress))
    shear = (stress - np.diag(np.diag(stress))) / (2 * c44)
    return np.diag(normal) + shear


def valley_model(stress, dilution=False, coupling=0.0, xi_d=xi_d_eV):
    """Return valley-pair fractions, conductivity and resistivity tensors.

    Conductivity is in units of (electron number density) * e * mu_l.
    coupling makes a valley's mobility depend on its energy above the mean.
    """
    strain = strain_from_stress(stress)
    energies = np.array([xi_d * np.trace(strain) + xi_u_eV * a @ strain @ a
                         for a in identity])
    weights = np.exp(-energies / kT_eV)
    fractions = weights / weights.sum()
    factors = 1 + coupling * (energies - energies.mean()) / kT_eV
    sigma = np.zeros((3, 3))
    for axis, fraction, factor in zip(identity, fractions, factors):
        along = np.outer(axis, axis)
        sigma += fraction * factor * (along + L * (identity - along))
    if dilution:
        sigma /= np.linalg.det(identity + strain)
    return fractions, sigma, np.linalg.inv(sigma)


rho0 = valley_model(np.zeros((3, 3)))[2][0, 0]


def derivative(pattern, **options):
    """Central difference of rho/rho0 with respect to the stress amplitude."""
    step = 1e5
    plus = valley_model(step * pattern, **options)[2]
    minus = valley_model(-step * pattern, **options)[2]
    return (plus - minus) / (2 * step * rho0)


# Measured coefficients: hydrostatic sum, its independence of direction
pi_h = pi11 + 2 * pi12
D = pi11 - pi12
hydro_tensor = smith_response(identity)
assert np.allclose(hydro_tensor, pi_h * identity, rtol=0, atol=1e-9 * abs(pi11))
assert abs(pi_h / UNIT - 4.6) < 0.05

triad = np.array([[1, 1, 0], [1, -1, 0], [0, 0, np.sqrt(2)]]) / np.sqrt(2)
current = triad[0]
coeff_110 = [current @ smith_response(np.outer(a, a)) @ current for a in triad]
expected_110 = [(pi11 + pi12 + pi44) / 2, (pi11 + pi12 - pi44) / 2, pi12]
assert np.allclose(coeff_110, expected_110, rtol=1e-10, atol=0)
assert abs(sum(coeff_110) - pi_h) < 1e-9 * abs(pi11)

# Valley transfer: numerical derivatives against the closed formula
A = -xi_u_eV / kT_eV / (c11 - c12) * (L - 1) / (2 * L + 1)
tension_x = np.diag([1.0, 0.0, 0.0])
shear_xy = np.array([[0, 1.0, 0], [1.0, 0, 0], [0, 0, 0]])
uniaxial = derivative(tension_x)
model11, model12 = uniaxial[0, 0], uniaxial[1, 1]
model44 = derivative(shear_xy)[0, 1]
model_h = derivative(identity)[0, 0]
assert abs(model11 / (2 * A / 3) - 1) < 1e-5
assert abs(model12 / (-A / 3) - 1) < 1e-5
assert abs(model44) < 1e-6 * abs(A)
assert abs(model_h) < 1e-6 * abs(A)
assert abs(model11 + 2 * model12) < 1e-5 * abs(A)
assert np.allclose(derivative(tension_x, xi_d=-7.0), uniaxial,
                   rtol=0, atol=1e-6 * abs(A))

# First-order population change under a general normal stress
stress_general = np.diag([3e5, -1e5, 2e5])
diag_general = np.diag(stress_general)
n_plus = valley_model(stress_general)[0]
n_minus = valley_model(-stress_general)[0]
linear_dn = -(xi_u_eV / (3 * kT_eV)) * (diag_general - diag_general.mean())
linear_dn = linear_dn / (c11 - c12)
assert np.allclose((n_plus - n_minus) / 2, linear_dn, rtol=1e-4, atol=1e-10)

# Mobility driven by valley splitting rescales A but keeps the cancellation
coupling = 0.4
coupled = derivative(tension_x, coupling=coupling)
assert abs(coupled[0, 0] / model11 - (1 - coupling)) < 1e-5
assert abs(coupled[0, 0] + 2 * coupled[1, 1]) < 1e-5 * abs(A)
assert abs(derivative(identity, coupling=coupling)[0, 0]) < 1e-6 * abs(A)

# Dilution breaks the cancellation by the compressibility
bulk = (c11 + 2 * c12) / 3
diluted_h = derivative(identity, dilution=True)[0, 0]
diluted_uniaxial = derivative(tension_x, dilution=True)
assert abs(diluted_h * bulk - 1) < 1e-5
diluted_sum = diluted_uniaxial[0, 0] + 2 * diluted_uniaxial[1, 1]
assert abs(diluted_sum - 1 / bulk) < 1e-5 * abs(A)


def bar_resistance(stress):
    """Resistance along x of a unit cube deformed by the stress."""
    lengths = 1 + np.diag(strain_from_stress(stress))
    rho = valley_model(stress, dilution=True)[2][0, 0] / rho0
    return rho * lengths[0] / (lengths[1] * lengths[2])


resistance_h = (bar_resistance(1e5 * identity)
                - bar_resistance(-1e5 * identity)) / 2e5
geometry_term = resistance_h - diluted_h
assert abs(geometry_term * 3 * bulk + 1) < 1e-4

# Finite stress: transfer conserves the conductivity trace
load = 100e6
fractions, sigma_load, rho_load = valley_model(load * tension_x)
sigma_zero = valley_model(np.zeros((3, 3)))[1]
sigma_large = valley_model(10 * load * tension_x)[1]
assert abs(np.trace(sigma_large) / np.trace(sigma_zero) - 1) < 1e-12
assert fractions[0] < 1 / 3 < fractions[1]
pressure_fractions = valley_model(-load * identity)[0]
assert np.allclose(pressure_fractions, 1 / 3, atol=1e-12)
strain_load = strain_from_stress(load * tension_x)
splitting_meV = 1e3 * xi_u_eV * (strain_load[0, 0] - strain_load[1, 1])

# Sensitivity of the small sum to errors in the large coefficients
corners = [(s, t) for s in (-1, 1) for t in (-1, 1)]
rounding = max(abs(s * 0.05 + 2 * t * 0.05) for s, t in corners) * UNIT
one_percent = max(abs(0.01 * (s * pi11 + 2 * t * pi12)) for s, t in corners)
removal = abs(pi_h) / (abs(pi11) + 2 * abs(pi12))
assert abs(pi11 * (1 + removal) + 2 * pi12 * (1 - removal)) < 1e-9 * abs(pi11)


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


P = "1e-11/Pa"
print("MEASURED INPUTS (Smith, n-silicon) AND THEIR CONSEQUENCES")
show("pi11", pi11 / UNIT, P, 1)
show("pi12", pi12 / UNIT, P, 1)
show("pi44", pi44 / UNIT, P, 1)
show("2 pi12", 2 * pi12 / UNIT, P, 1)
show("hydrostatic pi_h = pi11 + 2 pi12", pi_h / UNIT, P, 1)
show("D = pi11 - pi12", D / UNIT, P, 1)
show("common part pi_h/3", pi_h / 3 / UNIT, P)
show("splitting part of pi11, 2D/3", 2 * D / 3 / UNIT, P)
show("splitting part of pi12, -D/3", -D / 3 / UNIT, P)
show("current [110], stress [110]", coeff_110[0] / UNIT, P, 1)
show("current [110], stress [1-10]", coeff_110[1] / UNIT, P, 1)
show("current [110], stress [001]", coeff_110[2] / UNIT, P, 1)
show("sum of these three", sum(coeff_110) / UNIT, P, 1)
show("applied stress or pressure", load / 1e6, "MPa", 0)
show("drho/rho, hydrostatic pressure", -100 * pi_h * load, "%")
show("drho/rho, tension along current", 100 * pi11 * load, "%")
show("drho/rho, tension across current", 100 * pi12 * load, "%")
show("worst rounding error of pi_h", rounding / UNIT, P)
show("worst error of pi_h from 1% input errors", one_percent / UNIT, P)
show("adverse input error that removes pi_h", 100 * removal, "%")
print("SIX-VALLEY MODEL (round inputs)")
show("temperature", temperature, "K", 0)
show("kT", 1e3 * kT_eV, "meV")
show("xi_u", xi_u_eV, "eV", 1)
show("xi_d", xi_d_eV, "eV", 1)
show("L = mu_t/mu_l", L, "(dimensionless)", 1)
show("C11", c11 / 1e9, "GPa", 0)
show("C12", c12 / 1e9, "GPa", 0)
show("C44", c44 / 1e9, "GPa", 0)
show("A from formula", A / UNIT, P)
show("pi11 from numerical derivative", model11 / UNIT, P)
show("pi12 from numerical derivative", model12 / UNIT, P)
show("size of transfer pi_h", abs(model_h) / UNIT, P, 4)
show("size of transfer pi44", abs(model44) / UNIT, P, 4)
show("valley splitting, 100 MPa tension on x", splitting_meV, "meV")
show("x-pair fraction, 100 MPa tension on x", fractions[0], "", 4)
show("y-pair fraction, 100 MPa tension on x", fractions[1], "", 4)
show("each pair fraction, 100 MPa pressure", pressure_fractions[0], "", 4)
show("model drho_x/rho, finite tension", 100 * (rho_load[0, 0] / rho0 - 1), "%")
show("model drho_y/rho, finite tension", 100 * (rho_load[1, 1] / rho0 - 1), "%")
show("bulk modulus K", bulk / 1e9, "GPa")
show("dilution contribution to pi_h", diluted_h / UNIT, P)
show("measured pi_h minus dilution", (pi_h - diluted_h) / UNIT, P)
show("resistance minus resistivity coefficient", geometry_term / UNIT, P)
print("ALL CHECKS PASSED")
```

Output:

```
MEASURED INPUTS (Smith, n-silicon) AND THEIR CONSEQUENCES
pi11: -102.2 1e-11/Pa
pi12: 53.4 1e-11/Pa
pi44: -13.6 1e-11/Pa
2 pi12: 106.8 1e-11/Pa
hydrostatic pi_h = pi11 + 2 pi12: 4.6 1e-11/Pa
D = pi11 - pi12: -155.6 1e-11/Pa
common part pi_h/3: 1.53 1e-11/Pa
splitting part of pi11, 2D/3: -103.73 1e-11/Pa
splitting part of pi12, -D/3: 51.87 1e-11/Pa
current [110], stress [110]: -31.2 1e-11/Pa
current [110], stress [1-10]: -17.6 1e-11/Pa
current [110], stress [001]: 53.4 1e-11/Pa
sum of these three: 4.6 1e-11/Pa
applied stress or pressure: 100 MPa
drho/rho, hydrostatic pressure: -0.46 %
drho/rho, tension along current: -10.22 %
drho/rho, tension across current: 5.34 %
worst rounding error of pi_h: 0.15 1e-11/Pa
worst error of pi_h from 1% input errors: 2.09 1e-11/Pa
adverse input error that removes pi_h: 2.20 %
SIX-VALLEY MODEL (round inputs)
temperature: 300 K
kT: 25.85 meV
xi_u: 9.0 eV
xi_d: 1.0 eV
L = mu_t/mu_l: 5.0 (dimensionless)
C11: 160 GPa
C12: 60 GPa
C44: 80 GPa
A from formula: -126.59 1e-11/Pa
pi11 from numerical derivative: -84.40 1e-11/Pa
pi12 from numerical derivative: 42.20 1e-11/Pa
size of transfer pi_h: 0.0000 1e-11/Pa
size of transfer pi44: 0.0000 1e-11/Pa
valley splitting, 100 MPa tension on x: 9.00 meV
x-pair fraction, 100 MPa tension on x: 0.2609 
y-pair fraction, 100 MPa tension on x: 0.3695 
each pair fraction, 100 MPa pressure: 0.3333 
model drho_x/rho, finite tension: -7.32 %
model drho_y/rho, finite tension: 4.11 %
bulk modulus K: 93.33 GPa
dilution contribution to pi_h: 1.07 1e-11/Pa
measured pi_h minus dilution: 3.53 1e-11/Pa
resistance minus resistivity coefficient: -0.36 1e-11/Pa
ALL CHECKS PASSED
```
